# Two fits of apparent band-gap narrowing in heavily doped silicon

## Data and conventions

An n-type silicon emitter is doped with phosphorus at \(N=10^{20}\ \text{cm}^{-3}\) and held at 300 K, where \(kT=25.852\) meV. All donors are taken as ionized. The **apparent band-gap narrowing** \(\Delta\) is defined by the equilibrium product of the electron density \(n\) and the hole density \(p\):

\[
pn=n_{ie}^2=n_{i0}^2\,e^{\Delta/kT}. \tag{1}
\]

Here \(n_{i0}\) is the intrinsic density of lightly doped silicon, given the round value \(10^{10}\ \text{cm}^{-3}\), and \(n_{ie}\) is the effective intrinsic density. A positive \(\Delta\) means a larger product.

Two empirical fits share one form,

\[
\Delta(N)=V\,G,\qquad G=L+s,\qquad s=\sqrt{L^2+C},\qquad L=\ln\frac{N}{N_{\rm ref}},\qquad C=0.5, \tag{2}
\]

with different parameters:

- original Slotboom-de Graaff fit (label S): \(V_S=9\) meV, \(N_{\rm ref,S}=1.0\times10^{17}\ \text{cm}^{-3}\);
- Klaassen unified fit (label K): \(V_K=6.92\) meV, \(N_{\rm ref,K}=1.3\times10^{17}\ \text{cm}^{-3}\).

## Part (a)

**Question.** Evaluate both narrowings. Find the behaviour of (2) far below and far above the reference density.

**Model answer.** For fit S,

\[
L_S=\ln 1000=6.9078,\qquad s_S=\sqrt{6.9078^2+0.5}=6.9439,
\]
\[
G_S=13.8516,\qquad \Delta_S=9\times13.8516=124.66\ \text{meV}.
\]

For fit K, \(N/N_{\rm ref,K}=769.2\), so

\[
L_K=6.6454,\qquad s_K=6.6829,\qquad G_K=13.3283,
\]
\[
\Delta_K=6.92\times13.3283=92.23\ \text{meV}.
\]

The limits follow from the identity \((s+L)(s-L)=s^2-L^2=C\), which gives \(G=C/(s-L)\). Far below the reference density \(L\) is large and negative, so \(s-L\approx2|L|\) and

\[
\Delta\approx\frac{VC}{2|L|}\to0 .
\]

The narrowing fades as the inverse of a logarithm, which is slow. Far above the reference density, \(s=L\sqrt{1+C/L^2}\approx L+C/(2L)\), and

\[
\Delta\approx 2VL+\frac{VC}{2L}. \tag{3}
\]

The first term alone gives 124.34 meV for S and 91.97 meV for K. The second adds 0.33 meV and 0.26 meV, which restores the full values to within 0.01 meV. At this doping both fits are therefore almost purely logarithmic.

## Part (b)

**Question.** Find the difference \(\delta=\Delta_S-\Delta_K\). How much of it comes from the prefactors, and how much from the reference densities?

**Model answer.** The difference is

\[
\delta=124.66-92.23=32.43\ \text{meV}.
\]

To separate the causes, add and subtract \(V_KG_S\):

\[
\delta=V_SG_S-V_KG_K=(V_S-V_K)G_S+V_K(G_S-G_K).
\]

The two terms are

\[
2.08\times13.8516=28.81\ \text{meV},\qquad 6.92\times0.5233=3.62\ \text{meV}.
\]

The second can be estimated from the leading term of (3). There \(G\approx2L\), and \(L_S-L_K=\ln1.3\), so it is close to \(2V_K\ln1.3=3.63\) meV.

The split depends on which parameter is changed first. Subtracting and adding \(V_SG_K\) instead gives \(2.08\times13.3283=27.72\) meV and \(9\times0.5233=4.71\) meV. In either order the prefactor supplies more than four fifths of the difference.

## Part (c)

**Question.** Convert \(\delta\) into the ratio \(R\) of the two predicted carrier products. State what must be held fixed, and find the hole density that each fit predicts.

**Model answer.** Write (1) once for each fit and divide. If both use the same \(n_{i0}\) and the same temperature, the factor \(n_{i0}^2\) cancels:

\[
R=\frac{(pn)_S}{(pn)_K}=\frac{n_{i0}^2e^{\Delta_S/kT}}{n_{i0}^2e^{\Delta_K/kT}}=e^{\delta/kT}. \tag{4}
\]

With the numbers of part (b),

\[
\frac{\delta}{kT}=\frac{32.43}{25.852}=1.2546,\qquad R=e^{1.2546}=3.51 .
\]

The Slotboom-de Graaff product is about 3.5 times the Klaassen product. Because \(n_{ie}\) is the square root of the product, the effective intrinsic densities differ by \(\sqrt R=1.87\).

Neutrality requires \(n=N+p\). Since \(p\) is smaller than \(N\) by some eighteen orders of magnitude, \(n=N\) to far more digits than are needed, and \(p=n_{ie}^2/N\):

\[
p_S=\frac{1.242\times10^{22}}{10^{20}}=124\ \text{cm}^{-3},\qquad
p_K=\frac{3.543\times10^{21}}{10^{20}}=35.4\ \text{cm}^{-3}.
\]

The majority density is set by the dopants, so the whole discrepancy falls on the minority carriers.

If the fits are paired with different intrinsic densities, the cancellation fails and (4) becomes

\[
\frac{(pn)_S}{(pn)_K}=\left(\frac{n_{i0,S}}{n_{i0,K}}\right)^2e^{\delta/kT}.
\]

A difference of 40 % between the two values of \(n_{i0}\) contributes a factor \(1.4^2=1.96\), as much as 17.4 meV of narrowing. The ratio would become 6.9 if fit S had the larger \(n_{i0}\), and 1.8 if fit K had it. The narrowing and the intrinsic density must therefore be quoted together.

## Part (d)

**Question.** Show that in these fits \(R>1\) at every doping and that \(R\) grows with \(N\). Find the local power of \(N\) with which it grows at \(10^{20}\ \text{cm}^{-3}\).

**Model answer.** Differentiate (2) with respect to \(\ln N\). Since \(dL/d\ln N=1\) and \(ds/dL=L/s\),

\[
\frac{d\Delta}{d\ln N}=V\left(1+\frac Ls\right)=V\,\frac{s+L}{s}=\frac{\Delta}{s}. \tag{5}
\]

Because \(s>|L|\), the slope is positive and \(G\) increases with \(L\). Fit S has the smaller reference density, so \(L_S>L_K\) and \(G_S>G_K\) at any common \(N\). It also has the larger prefactor. Hence \(\Delta_S>\Delta_K\) and \(R>1\).

For the growth, take the logarithm of (4) and use (5):

\[
\frac{d\ln R}{d\ln N}=\frac1{kT}\left[V_S\left(1+\frac{L_S}{s_S}\right)-V_K\left(1+\frac{L_K}{s_K}\right)\right]. \tag{6}
\]

The quantity \(L/s\) rises with \(L\), since its derivative is \((s^2-L^2)/s^3=C/s^3>0\). The first bracket thus exceeds the second, as does its prefactor, and \(R\) rises with doping. At \(10^{20}\ \text{cm}^{-3}\),

\[
\frac{d\ln R}{d\ln N}=\frac{124.66/6.9439-92.23/6.6829}{25.852}=\frac{17.95-13.80}{25.852}=0.161 .
\]

In the heavy-doping limit \(L/s\to1\), and the exponent tends to \(2(V_S-V_K)/kT=4.16/25.852=0.161\), the same to three figures. A decade of doping then multiplies \(R\) by \(10^{0.161}=1.45\). Direct evaluation agrees:

| \(N\) (cm⁻³) | \(\Delta_S\) (meV) | \(\Delta_K\) (meV) | \(R\) |
|---|---|---|---|
| \(10^{18}\) | 42.40 | 29.06 | 1.68 |
| \(10^{19}\) | 83.38 | 60.50 | 2.42 |
| \(10^{20}\) | 124.66 | 92.23 | 3.51 |

In the opposite limit of light doping both narrowings vanish and \(R\to1\).

The weak exponent makes \(R\) insensitive to incomplete activation. If 80 % of the dopants are active and both fits are evaluated at the active density, \(R\) falls from 3.51 to 3.38.

## Part (e)

**Question.** At this doping the electrons are degenerate, yet (1) has a Boltzmann form. Let the gap be reduced rigidly by \(\Delta_{\rm rigid}\), and treat the electrons with Fermi-Dirac statistics. Relate \(\Delta_{\rm rigid}\) to \(\Delta\), and decide whether degeneracy changes \(R\). Take parabolic bands with density-of-states masses of 1.1 electron masses, a rough typical value, so that \(N_c=N_v=2.895\times10^{19}\ \text{cm}^{-3}\). Neutrality then places the Fermi level \(\eta=2.407\) units of \(kT\) above the conduction-band edge.

**Model answer.** For a parabolic band the electron density is

\[
n=N_cF(\eta),\qquad F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .
\]

The given \(\eta\) is the numerical solution of \(F(\eta)=N/N_c=3.454\). The holes are very dilute, so Boltzmann statistics serve for them. The Fermi level lies above the valence edge by the reduced gap plus \(\eta kT\), and therefore

\[
p=N_v\exp\left[-\frac{E_{g0}-\Delta_{\rm rigid}}{kT}-\eta\right],
\]

where \(E_{g0}\) is the gap of lightly doped material. Multiply by \(n\) and use \(n_{i0}^2=N_cN_ve^{-E_{g0}/kT}\):

\[
pn=n_{i0}^2\,e^{\Delta_{\rm rigid}/kT}\,F(\eta)\,e^{-\eta}.
\]

Comparison with (1) gives, after a logarithm and with \(F=n/N_c\),

\[
\Delta=\Delta_{\rm rigid}-kT\left[\eta-\ln\frac{n}{N_c}\right]. \tag{7}
\]

The bracket is positive because \(1/(1+e^{x-\eta})<e^{\eta-x}\), which makes \(F(\eta)<e^\eta\). Physically, the exclusion principle forces the Fermi level higher than Boltzmann statistics would place it for the same \(n\). That lowers the hole density and hides part of the gap reduction. Far below degeneracy \(F\to e^\eta\), and the two narrowings coincide.

Here \(\ln3.454=1.240\), and the correction is

\[
25.852\times(2.407-1.240)\approx30.2\ \text{meV}.
\]

A Fermi-Dirac calculation that is to reproduce the fitted products needs rigid reductions of about \(124.7+30.2=154.9\) meV for S and \(92.2+30.2=122.4\) meV for K. If the apparent values are inserted unchanged, both products come out too small, at 0.311 of the intended value. These figures belong to the band model chosen. For \(N_c\) between \(2.8\times10^{19}\) and \(3.2\times10^{19}\ \text{cm}^{-3}\) the correction runs from 31 to 27 meV and the factor from 0.30 to 0.35. A nonparabolicity of \(0.5\ \text{eV}^{-1}\) lowers the correction by 1 to 3 meV. The rigid values are therefore uncertain by about 3 meV.

The correction depends on \(n\), which is the same for both fits, so it cancels from \(\delta\) and leaves \(R\) unchanged. This was tested by integrating the band densities numerically and solving for neutrality with each gap reduced by its own fitted value. The ratio of products was 3.506 with Boltzmann statistics and 3.506 with Fermi-Dirac statistics, in agreement with (4).

The correction of 30 meV is nearly as large as \(\delta\). At this doping, confusing apparent with rigid narrowing is thus an error of about the same size as exchanging the fits. At lower doping the electrons are less degenerate and the correction shrinks towards zero.

## Part (f)

**Question.** A thin emitter of thickness \(W\) lies between the junction at \(x=0\) and an ohmic contact at \(x=W\). Neglect recombination inside it and derive its hole saturation current density \(J_0\). Use \(W=50\) nm and a hole diffusivity \(D=2\ \text{cm}^2/\text{s}\) to find \(J_0\) with fit K. What diffusivity would make fit S give the same current? Then estimate the effect of a hole lifetime \(\tau=0.4\) ns.

**Model answer.** Under forward bias \(U\) the electron and hole quasi-Fermi levels \(E_{Fn}\) and \(E_{Fp}\) separate. At low injection \(n\approx N\), and

\[
pN=n_{ie}^2u,\qquad u=e^{(E_{Fn}-E_{Fp})/kT}.
\]

The majority quasi-Fermi level is taken as flat. The magnitude of the hole current density is \(\mu p\,|dE_{Fp}/dx|\), where \(\mu\) is the hole mobility. With \(E_{Fn}\) constant, \(dE_{Fp}/dx=-(kT/u)\,du/dx\). The dilute holes obey the Einstein relation \(\mu kT=qD\), with \(kT\) in joules. Counting current from junction to contact as positive,

\[
J=-qD\,\frac{n_{ie}^2}{N}\,\frac{du}{dx}.
\]

Without recombination \(J\) is constant. Divide by \(qDn_{ie}^2/N\) and integrate from \(u(0)=e^{qU/kT}\) to \(u(W)=1\), the equilibrium value imposed by the contact:

\[
J=J_0\left(e^{qU/kT}-1\right),\qquad J_0=q\left[\int_0^W\frac{N\,dx}{D\,n_{ie}^2}\right]^{-1}. \tag{8}
\]

For uniform doping this is

\[
J_0=\frac{qDn_{ie}^2}{NW}=\frac{qDp}{W},
\]

where \(p\) is the equilibrium hole density of part (c). With fit K,

\[
J_{0,K}=\frac{1.602\times10^{-19}\times2.0\times35.4}{5.0\times10^{-6}}\ \text{A/cm}^2=2.27\ \text{pA/cm}^2 .
\]

The current contains only the product \(Dn_{ie}^2\). At fixed \(D\), fit S raises it by \(R\). To keep it unchanged, the diffusivity must fall to \(D/R=2.0/3.506=0.570\ \text{cm}^2/\text{s}\).

This limits what \(R\) means. A measured current of this kind does not give the narrowing until the minority-carrier mobility has been measured separately or assumed. Two fits can differ by a factor 3.5 in \(pn\) and still describe the same current, if their mobilities differ by the inverse factor. The value 0.570 cm²/s is arithmetic, not a property of silicon. It corresponds to a hole mobility of 22 cm²/Vs, well below the roughly 50 cm²/Vs of common majority-hole mobility fits at this doping, and it scales with the rough starting value of \(D\). A narrowing fit should therefore be used with the mobility model and the \(n_{i0}\) that accompanied its extraction.

With recombination, the excess density \(\hat p\) in a uniform layer obeys \(D\hat p''=\hat p/\tau\). The solution that vanishes at the contact is proportional to \(\sinh[(W-x)/\ell]\), with \(\ell=\sqrt{D\tau}\). Its slope at the junction gives

\[
J_0=\frac{qDp}{\ell}\coth\frac W\ell\approx\frac{qDp}{W}\left(1+\frac{W^2}{3D\tau}\right),
\]

where \(\coth y\approx1/y+y/3\) was used for small \(y=W/\ell\). For \(D=2\ \text{cm}^2/\text{s}\) the correction is

\[
\frac{2.5\times10^{-11}}{3\times2\times0.4\times10^{-9}}=0.010 ,
\]

and for the reduced diffusivity it is larger by \(R\), or 0.037. The compensation is then no longer perfect. Numerical solution of the diffusion equation gives 2.294 pA/cm² for fit K with the original \(D\), and 2.353 pA/cm² for fit S with the reduced \(D\), which is 2.6 % higher. With the original \(D\), fit S gives 8.045 pA/cm².

## Part (g)

**Question.** How does \(R\) change with temperature if the fits are held fixed? How far do the assumptions of this exercise represent a real emitter?

**Model answer.** With \(\delta\) fixed in meV, (4) gives \(R(T)=R(300\ \text{K})^{300\,\text{K}/T}\):

| \(T\) (K) | 250 | 300 | 350 | 400 |
|---|---|---|---|---|
| \(R\) | 4.51 | 3.51 | 2.93 | 2.56 |

A given energy difference matters less when \(kT\) is larger. The intrinsic density itself changes strongly with temperature, but it cancels as long as it is common to both fits. Whether either fit keeps its parameters over this range is an assumption here. By (7) an apparent narrowing contains the degeneracy term. In the band model of part (e), with the mass fixed, this term falls from 32.6 meV at 250 K to 26.5 meV at 400 K. It is common to both fits and cancels from \(\delta\), but a fixed apparent narrowing then implies a rigid narrowing that varies with temperature.

A doping of \(10^{20}\ \text{cm}^{-3}\) is typical of the most heavily doped part of a silicon emitter. Fit S, however, was derived from measurements on p-type transistor bases with lower doping, so its use here is an extrapolation. The thickness of 50 nm suits a shallow bipolar-transistor emitter and is small for a diffused solar-cell emitter. The diffusivity and lifetime are rough values. Real emitters mostly break the assumption of uniform doping. Equation (8) shows the consequence when recombination is negligible and both fits use the same \(D(x)\) and \(n_{i0}\). Since \(1/n_{ie,K}^2=R/n_{ie,S}^2\) at each point,

\[
\frac{J_{0,S}}{J_{0,K}}=\frac{\displaystyle\int_0^W R(N)\,\frac{N\,dx}{D\,n_{ie,S}^2}}{\displaystyle\int_0^W\frac{N\,dx}{D\,n_{ie,S}^2}} .
\]

This is an average of the local \(R\) with positive weights. For a profile between \(10^{18}\) and \(10^{20}\ \text{cm}^{-3}\), the current ratio lies between 1.68 and 3.51, because \(R\) rises with \(N\).

The third figure of \(R\) describes the fits, not silicon. An error of 5 meV in one narrowing changes its product by a factor \(e^{5/25.852}=1.21\). Such an error in one fit alone would place \(R\) anywhere from 2.9 to 4.3. With this illustrative error, the comparison supports only "a factor of very roughly three to four in the local \(pn\) at \(10^{20}\ \text{cm}^{-3}\), at common \(n_{i0}\)". The current ratio of a graded emitter is smaller. At uniform \(D\) it is about 2.7 for an exponential fall from \(10^{20}\) at the contact to \(10^{18}\ \text{cm}^{-3}\) at the junction. The comparison does not decide which fit is nearer the truth. The remaining values are in the numerical output.

## Numbers as computed

```
Temperature: 300 K; kT: 25.852 meV
Donor density: 1.0e+20 cm^-3; common n_i0: 1.0e+10 cm^-3
Slotboom-de Graaff: V = 9.00 meV, N_ref = 1.0e+17 cm^-3
  L = 6.9078, square root = 6.9439, sum G = 13.8516
  apparent narrowing = 124.66 meV
Klaassen: V = 6.92 meV, N_ref = 1.3e+17 cm^-3
  L = 6.6454, square root = 6.6829, sum G = 13.3283
  apparent narrowing = 92.23 meV
Difference of narrowings: 32.43 meV
  part from prefactor: 28.81 meV
  part from reference density: 3.62 meV
  same part by 2 V_K ln(1.3): 3.63 meV
Difference / kT: 1.2546
Carrier-product ratio R (S over K): 3.506
R from band integrals, Boltzmann: 3.506
R from band integrals, Fermi-Dirac: 3.506
Ratio of effective intrinsic densities: 1.873
pn, fit S: 1.242e+22 cm^-6; n_ie: 1.115e+11 cm^-3; p: 124.2 cm^-3
pn, fit K: 3.543e+21 cm^-6; n_ie: 5.953e+10 cm^-3; p: 35.4 cm^-3
Logarithmic law: S 124.34 meV, K 91.97 meV, R 3.497
Exponent d ln R / d ln N: 0.1606; heavy-doping limit: 0.1609
N = 1e+18 cm^-3: S 42.40 meV, K 29.06 meV, R 1.675
N = 1e+19 cm^-3: S 83.38 meV, K 60.50 meV, R 2.423
N = 1e+20 cm^-3: S 124.66 meV, K 92.23 meV, R 3.506
Band model: mass 1.1 m_e, N_c = N_v = 2.895e+19 cm^-3, gap 1.1264 eV
Fermi level above conduction edge: eta = 2.407, 62.2 meV
Degeneracy correction: 30.19 meV; pn factor: 0.311
Rigid narrowing for Fermi-Dirac use: S 154.9 meV, K 122.4 meV
R at 250 K, fits held fixed: 4.506
R at 350 K, fits held fixed: 2.931
R at 400 K, fits held fixed: 2.562
pn factor from 40 % larger n_i0: 1.96, equivalent to 17.4 meV
R if 80 % of dopants are active: 3.383
pn factor from a 5 meV error in one fit: 1.213
Emitter: W = 50 nm, D = 2.0 cm^2/s, lifetime = 0.4 ns
Current qDp/W, fit K: 2.271 pA/cm^2
Current with recombination, fit K: 2.294 pA/cm^2
Current with recombination, fit S, same D: 8.045 pA/cm^2
Reduced D = D/R: 0.570 cm^2/s
Current, fit S, reduced D: 2.353 pA/cm^2; over fit K: 1.026
```
